Feynman's path-integral upper bound on the Fröhlich polaron ground energy

Appendix: Feynman's path-integral bound for the Fröhlich polaron

1. One oscillator under a constant force

Take H = a†a + g(a + a†) with real g and unit frequency. With b = a + g one has b†b = a†a + g(a + a†) + g², so H = b†b − g² and the ground energy is −g². The a-vacuum obeys b|0⟩ = g|0⟩, so it is a coherent state of b with Poisson weights e^(−g²) g^(2n)/n! on the levels n − g². Summing the series,

Z(β) = ⟨0|e^(−βH)|0⟩ = e^(βg²) Σₙ e^(−g²) (g² e^(−β))ⁿ/n! = exp[g²(β − 1 + e^(−β))].

The exponent equals g² ∫₀^β dt ∫₀^t ds e^(−(t−s)), because the inner integral is 1 − e^(−t). The oscillator has been replaced by a kernel that links the force at time s to the force at a later time t, with a positive sign and a memory time of one inverse frequency. Also, −ln Z/β = −g² + g²(1 − e^(−β))/β lies above the ground energy at every β and reaches it as β → ∞. In the polaron the force depends on the electron's position, and both the kernel and the upper bound −ln Z/β ≥ E_g survive; only these two facts are used below.

2. Model and result

Units are ħ = m = ω_LO = 1: energies in ħω_LO, imaginary times in 1/ω_LO, lengths in ℓ = ħ/√(mħω_LO). The model has one electron in an isotropic parabolic band, one dispersionless longitudinal optical branch, zero temperature and no magnetic field. In a periodic box of volume Ω,

H = p²/2 + Σₖ aₖ†aₖ + Σₖ (Vₖ aₖ e^(ik·x) + Vₖ* aₖ† e^(−ik·x)),   |Vₖ|² = 2√2 πα/(Ωk²).

For all v ≥ w > 0 the ground energy E_g obeys

E_g ≤ E_F(v,w) = 3(v − w)²/(4v) − (α/√π) ∫₀^∞ e^(−τ) D(τ)^(−1/2) dτ,   (1)

D(τ) = [w²τ + (v² − w²)(1 − e^(−vτ))/v]/v².   (2)

Minimized over v and w, E_F = −α − α²/81 + O(α³) for small α and E_F = −α²/(3π) − 3 ln 2 − 3/4 + O(α^(−2)) for large α. These are expansions of the bound. Section 9 shows that neither α² coefficient belongs to E_g.

3. From the spectrum to a path average

Let |Φ⟩ be the normalized state with electron momentum zero and no phonons. In eigenstates of H,

Z(β) = ⟨Φ|e^(−βH)|Φ⟩ = Σₙ |⟨n|Φ⟩|² e^(−βEₙ) ≤ e^(−βE_g),

since the weights are non-negative and sum to one. Hence E_g ≤ −ln Z/β at every β, with no assumption about the overlap of Φ with the ground state. H conserves total momentum and Φ carries none, so the same inequality holds for the lowest energy at zero total momentum.

In position space Z = (1/Ω)∫dx_a dx_b ⟨x_b,vac|e^(−βH)|x_a,vac⟩. H is unchanged by x → x + d, aₖ → aₖe^(−ik·d), and so is the vacuum. The integrand therefore depends on x_b − x_a only, and Z = ∫dx_b ⟨x_b,vac|e^(−βH)|0,vac⟩. Split e^(−βH) into Trotter slices of length h and insert position states between them. Each kinetic factor gives a normalized Gaussian (2πh)^(−3/2) exp(−|Δx|²/2h). Their product is the probability measure of Brownian paths from x(0) = 0 with a free end, written ∫Dx exp(−½∫ẋ²) and normalized to one. For a given path the remaining factors form a time-ordered phonon operator in which mode k feels the force γₖ(t) = Vₖ e^(ik·x(t)).

4. Integrating out the phonons

For one mode, solve dψ/dt = −(a†a + γa + γ*a†)ψ with ψ(0) = |0⟩. Try ψ = exp(φ + ηa†)|0⟩. Then aψ = ηψ, a†aψ = ηa†ψ and dψ/dt = (φ̇ + η̇a†)ψ. Matching the coefficients of a†ψ and of ψ gives

η̇ = −η − γ*,   φ̇ = −γη,   η(0) = φ(0) = 0.

The first equation gives η(t) = −∫₀^t γ*(s) e^(−(t−s)) ds. Inserting it into the second cancels the two minus signs, and ⟨0|ψ⟩ = e^φ, so

⟨0|T exp(−∫₀^β (a†a + γa + γ*a†))|0⟩ = exp ∫₀^β dt ∫₀^t ds γ(t) γ*(s) e^(−(t−s)).   (3)

A quantum is created at s with amplitude γ* and absorbed at the later time t with amplitude γ. Constant γ = g returns section 1. For a complex force along a curved path, propagation in a truncated Fock space and formula (3) both give 3.125926 + 0.155571i.

The modes are independent, so their exponents add, with γₖ(t)γₖ*(s) = |Vₖ|² e^(ik·r), r = x(t) − x(s). For Ω → ∞, Σₖ → Ω∫d³k/(2π)³, and 2√2πα · 4π/(8π³) = √2α/π, so

Σₖ |Vₖ|² F(k) = (√2α/π) ∫₀^∞ dk ⟨F⟩_angles.   (4)

The angular average of e^(ik·r) is sin(kr)/(kr), and ∫₀^∞ sin(kr)/(kr) dk = π/(2r). The sum is α/(√2 r). One mode gives a complex exponent, as the test value shows; the pair ±k gives a cosine because |Vₖ| is even in k. Thus Z = ∫Dx e^(−S) with the real action

S = ½∫ẋ² dt + S_int,   S_int = −(α/√2) ∫₀^β dt ∫₀^t ds e^(−(t−s))/|x(t) − x(s)|.   (5)

Extended over the full square 0 ≤ s,t ≤ β the prefactor halves to α/√8. The electron is attracted to its own earlier positions by a Coulomb potential that fades in one phonon time. The singularity at t = s can be regulated by a cutoff on k; the averages below behave as (t − s)^(−1/2), which is integrable, so the bound stays finite when the cutoff is removed.

5. Jensen's inequality

For any real trial action S₀ define Z₀ = ∫Dx e^(−S₀) and averages ⟨…⟩₀ with weight e^(−S₀)/Z₀. Then Z = Z₀⟨e^X⟩₀ with X = −(S − S₀). From e^y ≥ 1 + y for real y,

e^X = e^⟨X⟩ e^(X−⟨X⟩) ≥ e^⟨X⟩ (1 + X − ⟨X⟩).

Averaging with non-negative weights preserves the inequality and removes the last two terms, so ⟨e^X⟩₀ ≥ e^⟨X⟩₀ and

E_g ≤ −ln Z/β ≤ −ln Z₀/β + ⟨S − S₀⟩₀/β.   (6)

Real X and non-negative weights are both needed. With signed weights (2, −1) on the values X = (0, 1), ⟨e^X⟩ = 2 − e = −0.7183, below e^⟨X⟩ = e^(−1) = 0.3679. A magnetic field adds an imaginary term to S and antisymmetry among several electrons adds signs to the weights; in either case this proof of (6) does not go through.

6. The Gaussian trial action

Replace the Coulomb attraction by a harmonic one with adjustable strength C ≥ 0 and memory rate w:

S₀ = ½∫ẋ² dt + S_pot,   S_pot = (C/2) ∫₀^β∫₀^β dt ds e^(−w|t−s|) |x(t) − x(s)|².

The Cartesian components decouple. For β → ∞, away from the ends, expand the square for one component and use ∫e^(−w|τ|) e^(iντ) dτ = 2w/(ν² + w²), which is 2/w at ν = 0:

S_pot = C ∫dν/2π |x(ν)|² [2/w − 2w/(ν² + w²)] = C ∫dν/2π |x(ν)|² (2/w) ν²/(ν² + w²).

Writing S₀ = ½∫dν/2π |x(ν)|²/G(ν),

1/G = ν² + (4C/w) ν²/(ν² + w²) = ν²(ν² + v²)/(ν² + w²),   v² = w² + 4C/w.

The same G arises for an electron tied by a spring κ to a free mass M. Completing the square in the coordinate X of the mass, whose own kernel is Mν² + κ = M(ν² + w²) with w² = κ/M, leaves ν² + κ − κ²/(M(ν² + w²)) = ν² + κν²/(ν² + w²). So κ = v² − w² and M = v²/w² − 1, and v is the frequency of the relative motion.

Only differences of x enter (6). The velocity correlation ν²G = 1 − (v² − w²)/(ν² + v²) is white noise minus a term that decays as e^(−v|τ|), and the kernel decays as e^(−w|τ|). End effects are then confined to times of order 1/v, 1/w and 1 (the range of the kernel in S_int) from the ends, add O(1) to ln Z₀ and ⟨S − S₀⟩₀, and drop out of (6) after division by β.

Displacement. Per component, D(τ) = ⟨(x(t+τ) − x(t))²⟩₀ = 2∫dν/2π (1 − cos ντ) G(ν). Partial fractions give G = (w²/v²)/ν² + (1 − w²/v²)/(ν² + v²), as recombining the numerators (ν² + w²) confirms. Inverting the transform above, ∫dν/2π (1 − cos ντ)/(ν² + v²) = (1 − e^(−vτ))/(2v), and its limit v → 0 gives τ/2 for the 1/ν² term. Therefore D = w²τ/v² + (v² − w²)(1 − e^(−vτ))/v³, which is (2). At short times D ≈ τ, the bare electron; at long times D grows as τ/(1 + M), the compound particle.

The term B = ⟨S_pot⟩₀/β. Two time orderings cancel the ½ and three components give 3, so B = 3C∫₀^∞ e^(−wτ) D dτ. With ∫τe^(−wτ) = 1/w² and ∫e^(−wτ)(1 − e^(−vτ)) = 1/w − 1/(w + v) = v/(w(w + v)),

∫₀^∞ e^(−wτ) D dτ = 1/v² + (v − w)/(v²w) = 1/(vw),   B = 3C/(vw) = 3(v² − w²)/(4v).

The term E₀ = −ln Z₀/β. Since S_pot is linear in C, d ln Z₀/dC = −⟨S_pot⟩₀/C, so dE₀/dC = B/C = 3/(vw). At fixed w, dC = (w/2) v dv, hence dE₀ = (3/2) dv. At C = 0, v = w and Z₀ = 1, so E₀ = 3(v − w)/2.

The term A = −⟨S_int⟩₀/β. The difference r is an isotropic Gaussian of variance D per component, so

⟨1/r⟩₀ = (2πD)^(−3/2) ∫₀^∞ 4πr e^(−r²/2D) dr = 4πD (2πD)^(−3/2) = √(2/(πD)),

A = (α/√2)√(2/π) ∫₀^∞ e^(−τ) D^(−1/2) dτ = (α/√π) ∫₀^∞ e^(−τ) D^(−1/2) dτ.

In (6), S − S₀ = S_int − S_pot, so E_F = E₀ − B − A. Factoring,

E₀ − B = [3(v − w)/(4v)] [2v − (v + w)] = 3(v − w)²/(4v),

which completes (1). E₀ − B ≥ 0 is the cost of confining the electron and A is the gain from its self-attraction.

The end-effect argument and the three closed forms were tested by building S₀ as a matrix on a time lattice (v = 3, w = 1.5, step 0.02) and taking determinants and inverses at two lengths. It gives E₀ = 2.2495 against 2.2500, B = 1.6868 against 1.6875 and D(2) = 0.7493 against 0.7494, all within the asserted 0.2% of the formula values.

The whole chain was tested on a one-dimensional electron coupled with strength g to two modes ±k, k = 1.5. At zero total momentum p = −k(n₁ − n₂), and H = k²(n₁ − n₂)²/2 + n₁ + n₂ + g(a₁ + a₁† + a₂ + a₂†) can be diagonalized. One component instead of three, and ⟨e^(ikr)⟩₀ = e^(−k²D/2) for Gaussian r, give the bound (v − w)²/(4v) − 2g²∫₀^∞ e^(−τ − k²D/2) dτ. Exact energy and minimized bound are −0.009428 and −0.009423 at g = 0.1, −1.110061 and −1.099792 at g = 1, −5.620604 and −5.619179 at g = 2. The gap is 0.9% of the exact energy at g = 1 and only 0.03% at g = 2; that the deep cosine well at large g is nearly harmonic is a conjecture for this fall. At finite β = 4 the free trial action (D = τ) predicts ln Z ≥ 2g²∫₀^β (β − u) e^(−u(1+k²/2)) du, which holds in all three cases, for instance 3.65952 ≥ 3.32189 at g = 1.

7. Weak coupling

At v = w, D = τ and ∫e^(−τ)τ^(−1/2)dτ = √π, so E_F = −α for any w. Put v = w(1 + ε) with small ε. The first term of (1) is 3wε²/4 + O(ε³). Since (v² − w²)/v = 2wε + O(ε²),

v²D = w²τ [1 + 2ε(1 − e^(−wτ))/(wτ) + O(ε²)],

D^(−1/2) = (1 + ε) τ^(−1/2) [1 − ε(1 − e^(−wτ))/(wτ)] + O(ε²).

The ratio (1 − e^(−wτ))/(wτ) never exceeds one, so the expansion is uniform in τ. Then A = α[1 + ε(1 − P)] + O(αε²), with P = (1/(w√π)) ∫e^(−τ) τ^(−3/2)(1 − e^(−wτ)) dτ. Write 1 − e^(−wτ) = τ∫₀^w e^(−yτ) dy and do the τ integral first, which gives √π/√(1 + y):

P = (1/w) ∫₀^w dy/√(1 + y) = 2(√(1 + w) − 1)/w.

The energy −α + 3wε²/4 − αε(1 − P) is least at ε = 2α(1 − P)/(3w). This ε is O(α), so the dropped terms ε³ and αε² are O(α³), and

E_F = −α − α²(1 − P)²/(3w) + O(α³).

With s = √(1 + w), w = (s − 1)(s + 1), P = 2/(s + 1) and 1 − P = (s − 1)/(s + 1). The coefficient is f = (s − 1)/(3(s + 1)³). Its derivative is proportional to (s + 1) − 3(s − 1) = 4 − 2s, so the maximum is at s = 2: w = 3, P = 2/3, f = 1/81, ε = 2α/27.

Full numerical minimization of (1) at α = 0.02 gives w = 2.9975 and ε/α = 0.07424 against 2/27 = 0.07407. The coefficient −(E_F + α)/α², extrapolated linearly to α = 0, is 0.0123456 against 1/81 = 0.0123457.

8. Strong coupling

Take v large and w of order one. With q = 1 − e^(−vτ), (2) gives vD = q + w²τ/v − w²q/v², so A = α√(v/π) J with

J = ∫₀^∞ e^(−τ) q^(−1/2) [1 + w²τ/(vq) − w²/v²]^(−1/2) dτ.

Because u/(1 − e^(−u)) ≤ 1 + u, τ/q ≤ τ + 1/v, so w²τ/(vq) is O(1/v) wherever e^(−τ) matters, and the bracket gives 1 − w²τ/(2vq) + O(v^(−2)). With u = vτ the two integrals are

∫e^(−τ) q^(−1/2) dτ = 1 + (1/v)∫₀^∞ e^(−u/v) [(1 − e^(−u))^(−1/2) − 1] du = 1 + I/v + O(v^(−2)),

∫e^(−τ) τ q^(−3/2) dτ = 1 + (1/v²)∫₀^∞ e^(−u/v) u [(1 − e^(−u))^(−3/2) − 1] du = 1 + O(v^(−2)).

For I = ∫₀^∞[(1 − e^(−u))^(−1/2) − 1]du set y = √(1 − e^(−u)), du = 2y dy/(1 − y²). The integrand (1 − y)/y then gives ∫₀¹ 2dy/(1 + y) = 2 ln 2 = 1.386294. With c = 2 ln 2 − w²/2,

E_F = 3v/4 − α√(v/π) − 3w/2 − αc/√(πv) + O(1/v, α v^(−3/2)).

The first two terms are O(α²). Their minimum satisfies 3/4 = α/(2√(πv₀)), so v₀ = 4α²/(9π) and α/√π = (3/2)√v₀. Their value is 3v₀/4 − 3v₀/2 = −3v₀/4 = −α²/(3π). An O(1) shift δ of v changes these terms by O(δ²/v₀) only, because they are stationary, so the constant term is taken at v₀, where αc/√(πv₀) = 3c/2:

constant = −3w/2 − 3 ln 2 + 3w²/4.

It is least at w = 1, where it equals −3 ln 2 − 3/4 = −2.82944. In the limit α → ∞ the optimal memory rate equals the phonon frequency, the rate of the true kernel in (5); at finite coupling it is larger (1.21 at α = 10, 2.14 at α = 5). For the shift, the v derivative at v₀ + δ is 3/4 − (3/4)(1 − δ/2v₀) + 3c/(4v₀) to order 1/v₀. Setting it to zero gives δ = −2c = 1 − 4 ln 2 at w = 1. The remainder in E_F is O(1/v₀) = O(α^(−2)).

Numerically E_F + α²/(3π) is −2.83249 at α = 40 and −2.83020 at α = 80. The distances from the limit, 0.00305 and 0.00076, fall by a factor of four as α^(−2) requires, and (4 × (−2.83020) + 2.83249)/3 = −2.82944. At α = 80, w = 1.002 and v − v₀ = −1.772 against −1.7726; the fourth decimals printed for w and v − v₀ are uncertain by one unit.

9. How far the bound lies from E_g

Weak side. At zero total momentum the state Φ is separated by one phonon energy from all states it couples to, so Brillouin–Wigner perturbation theory applies. One-phonon states have energy 1 + k²/2 and two-phonon states 2 + |k + q|²/2. By (4) and ∫₀^∞ dk/(b + k²/2) = π/√(2b), the second-order term is

(√2α/π)∫dk/(E − 1 − k²/2) = −α/√(1 − E) = −α + α²/2 + O(α³),

after inserting E = −α. The leading −α is therefore exact. In fourth order a pair {k,q} is reached by emitting either phonon first. With Gₖ = −1/(1 + k²/2) and Gₖq = −1/(2 + |k + q|²/2), and ½ for counting each pair once,

½ Σ |Vₖ|²|V_q|² (Gₖ + G_q)² Gₖq = Σ |Vₖ|²|V_q|² (Gₖ² + GₖG_q) Gₖq.

The two parts are the rainbow and crossed terms. The angular average of −Gₖq is L = ½∫₋₁¹ dμ/(2 + (k² + q²)/2 + kqμ) = ln[(4 + (k+q)²)/(4 + (k−q)²)]/(2kq). For the rainbow term let F(k) = 2k∫₀^∞ L dq. Differentiating and sending q → −q in the second logarithm gives F′ = PV∫₋∞^∞ (dq/q)[1/(q + z) + 1/(q + z*)] with z = k + 2i. Since 1/(q(q + z)) = (1/z)(1/q − 1/(q + z)) and ∫dq/(q + z) over a symmetric range tends to −iπ for Im z > 0, F′ = iπ/z − iπ/z* = 4π/(k² + 4). With F(0) = 0, F = 2π arctan(k/2) and ∫L dq = π arctan(k/2)/k. Applying (4) twice,

rainbow = −(2α²/π) ∫₀^∞ dk arctan(k/2)/[k(1 + k²/2)²] = −0.32769 α²,

crossed = −(2α²/π²) ∫∫ dk dq L/[(1 + k²/2)(1 + q²/2)] = −0.18823 α².

The exact coefficient is 0.5 − 0.32769 − 0.18823 = −0.01592. The bound recovers about 78% of it. The same fourth-order rule, applied to the two-mode model, agrees with diagonalization at g = 0.1 within the asserted 10g⁶ = 10⁻⁵; the fourth-order term there is about −1.6 × 10⁻⁵, so this check is coarse.

Strong side. Take a product of an electron function ψ and phonon coherent states aₖ → ηₖ, with ρ = |ψ|² and ρₖ = ∫ρ e^(ik·x). The energy ½∫|∇ψ|² + Σ(|ηₖ|² + Vₖηₖρₖ + c.c. of the last term) is least at ηₖ = −Vₖ*ρₖ*, and the mode sum of section 4 turns −Σ|Vₖ|²|ρₖ|² into the Pekar functional

E_P = ½∫|∇ψ|² − (α/√2) ∫∫ ρ(x)ρ(x′)/|x − x′| ≥ E_g.

Rescaling lengths by 1/α shows that its minimum is proportional to α². For ψ ∝ e^(−vr²/2) the kinetic energy is 3v/4, the difference x − x′ has variance 1/v per component, ⟨1/r⟩ = √(2v/π), and E_P = 3v/4 − α√(v/π). These are the leading terms of section 8, so −1/(3π) = −0.106103 is the one-Gaussian Pekar coefficient. Ten s-Gaussians give −0.108513, itself an upper bound on the Pekar minimum. Hence, rounding toward zero, E_g ≤ −0.10851 α² at every α, and the magnitude of Feynman's leading coefficient is too small by at least 2.2% of that value. The ten-Gaussian bound drops below E_F for α > 34.3; just below that value the constant −2.83 in the strong-coupling form of E_F outweighs the difference in coefficients.

10. Evaluating and minimizing (1)

The substitution τ = u² removes the τ^(−1/2) singularity and gives the weight 2u e^(−u²). For large v, D vanishes near τ = 2πin/v, so the integrand has branch points at |u| of order √(2π/v) and needs panels that shrink toward u = 0; the program uses eight Gauss–Legendre panels. The factor 1 − e^(−vτ) is computed with expm1 to avoid cancellation at small τ. By section 7, w first enters the energy at order α², so the surface is flat in w at weak coupling, while v grows as α² at strong coupling. A nested search copes with both: an inner one in ln(v/w), an outer one in w, each a coarse scan followed by bracketed refinement. The scan covers 0.5 ≤ w ≤ 4, and every point visited is a valid bound even if it is not the minimum.

A truncated expansion gets no guarantee from (6); it is known to bound E_g only where it lies above E_F. The strong formula lies below E_F at α = 1, 3 and 5 (−5.4820 against −5.4401 at α = 5) and above it at α = 7, 10 and 20 (−8.0285 against −8.1127 at α = 7). The weak formula is within 0.1% of E_F at α = 1 (−1.0123 against −1.0130) and misses by 6% of E_F at α = 7; it lies above E_F at all six tabulated α, so there it is a valid but looser bound.

11. Worked example

The parameters are round model values: m = 0.5 mₑ, ħω_LO = 25 meV, ε∞ = 4, ε_s = 20. The coupling follows from electrostatics. A fixed charge density has self-energy ½(e²/4πε₀ε)∫∫ρρ/r, and letting the ions relax changes ε from ε∞ to ε_s. Equating the lowering to the Pekar term, αħωℓ/√2 = (e²/8πε₀)(1/ε∞ − 1/ε_s), and with ℓ = ħ/√(mħω),

α = (1/ε∞ − 1/ε_s) (e²/4πε₀ħ) √(m/(2ħω)).

Here 1/4 − 1/20 = 0.200, and the remaining factor is 16.496, so α = 3.2992. The length unit is ℓ = 24.69 Å, large against a lattice spacing of a few ångström, as the continuum coupling ∝ 1/k requires.

Minimization gives v = 3.4852 and w = 2.5059, so v² = 12.1466, w² = 6.2795 and v² − w² = 5.8671. Then, with last digits subject to the rounding of v and w,

C = 2.5059 × 5.8671/4 = 3.6756,   M = 12.1466/6.2795 − 1 = 0.9343,

E₀ = 1.5 × (3.4852 − 2.5059) = 1.469,   B = 0.75 × 5.8671/3.4852 = 1.2626,

E_F = (E₀ − B) − A = 0.2064 − 3.6704 = −3.464 ħω_LO.

Multiplying by 25 meV gives −86.6 meV: in this model, which has no cutoff on k, the polaron ground state lies at least 86 meV below the band bottom. A lattice limits k to some K (in units 1/ℓ), and the loss falls only as 1/K: the second-order term becomes −(2α/π) arctan(K/√2) ≈ −α + 2√2α/(πK). A Debye cutoff K = (6π²)^(1/3) ℓ/a with a = 5 Å gives K ≈ 19 and raises the energy by about 3.9 meV (2.3 to 4.6 meV for a = 3 to 6 Å), and the bound (1) with the same cutoff moves by nearly the same amount. For a crystal the value is therefore good to a few meV at best. M is a parameter of the trial action, and (6) places no bound on the polaron mass.

With α² = 10.885, the weak formula is −3.2992 − 10.885/81 = −3.4336, above E_F by 0.9% of E_F. The strong formula is −0.106103 × 10.885 − 2.8294 = −3.9843; it lies below E_F, but v = 3.5 is not large and the number bounds nothing. The ten-Gaussian Pekar value, −0.108513 × 10.885 = −1.181, is a valid but much weaker bound than E_F or even −α at this coupling.

The program that produces these numbers and its output follow below.

Computed results

```
forced oscillator amplitude: Fock 3.125926+0.155571j, formula 3.125926+0.155571j
int[(1-e^-u)^-1/2 - 1]du = 1.386294
signed weights (2,-1), f=(0,1): <e^f> = -0.7183 < e^<f> = 0.3679
lattice v=3.0 w=1.5 h=0.02: E0 2.2495 vs 2.2500, B 1.6868 vs 1.6875 hw
  D(tau=0.5): lattice 0.3191, formula 0.3192 l^2
  D(tau=2.0): lattice 0.7493, formula 0.7494 l^2
  D(tau=5.0): lattice 1.4999, formula 1.5000 l^2
two-mode model, k=1.5 1/l, beta=4.0 1/hw
  g=0.1: exact -0.009428, bound -0.009423 hw; lnZ 0.03325 >= 0.03322
  g=1.0: exact -1.110061, bound -1.099792 hw; lnZ 3.65952 >= 3.32189
  g=2.0: exact -5.620604, bound -5.619179 hw; lnZ 17.14913 >= 13.28756
weak: alpha^2 coeff extrapolated 0.0123456, 1/81 = 0.0123457
  alpha=0.02: w 2.9975, (v/w-1)/alpha 0.07424, 2/27 = 0.07407
strong: E+alpha^2/3pi = -2.83249 (40), -2.83020 (80), extrap -2.82944 hw
  -3ln2-3/4 = -2.82944 hw; 3ln2 = 2.07944; 1/(3pi) = 0.106103
  alpha=80: w 1.0023, v-v0 -1.7720, 1-4ln2 = -1.7726
exact alpha^2 term: 0.5 -0.32769 (rainbow) -0.18823 (crossed) = -0.01592
Pekar alpha^2 coeff: one Gaussian -0.106103, ten Gaussians -0.108513
Pekar lies below Feynman for alpha > 34.3
alpha   v   w   E_F   weak   strong   Pekar  (energies in hw)
   1   3.1096  2.8707   -1.0130   -1.0123   -2.9355   -0.1085
   3   3.4213  2.5603   -3.1333   -3.1111   -3.7844   -0.9766
   5   4.0343  2.1400   -5.4401   -5.3086   -5.4820   -2.7128
   7   5.8099  1.6037   -8.1127   -7.6049   -8.0285   -5.3171
  10  12.4749  1.2092  -13.4904  -11.2346  -13.4398  -10.8513
  20  54.8267  1.0403  -45.2831  -24.9383  -45.2708  -43.4051
example: m = 0.5 m_e, hw = 25.0 meV, eps_inf = 4.0, eps_s = 20.0
  1/eps_inf-1/eps_s = 0.200, alpha = 3.2992
  length unit l = hbar/sqrt(m hw) = 24.69 angstrom
  v = 3.4852, w = 2.5059 (omega_LO), C = 3.6756, M = 0.9343 m
  E0 = 1.4689, B = 1.2626, E0-B = 0.2064, A = 3.6704 hw
  E_F = -3.4641 hw = -86.60 meV
  -alpha = -3.2992, weak = -3.4336, strong = -3.9843 hw
  Pekar = -1.1811 hw
```
